# Lateral Potential of One Trapped Electron between Grounded Planes, part 2

How does the influence of an electron trapped in a memory cell die away sideways? In the model, a charge $q$ rests at height $z_0$ in a uniform dielectric of permittivity $\varepsilon=\varepsilon_r\varepsilon_0$ between grounded planes at $z=0$ (channel) and $z=d$ (gate). The lateral distance from it is $\rho$. SI equations are used, with lengths in nm. The potential vanishes at lateral infinity and obeys

$$\nabla^2\phi=-\frac{q}{\varepsilon}\,\delta^2(\boldsymbol\rho)\,\delta(z-z_0),\qquad \phi(\rho,0)=\phi(\rho,d)=0.$$

Projection onto $\sin k_nz$, $k_n=n\pi/d$, with two integrations by parts in $z$, gave the series

$$\phi=\frac{q}{\pi\varepsilon d}\sum_{n\ge1}\sin\frac{n\pi z_0}{d}\sin\frac{n\pi z}{d}K_0\!\Big(\frac{n\pi\rho}{d}\Big),$$

where $K_0$ is the decaying modified Bessel function. For $\rho\gg d$ the leading (far) form is

$$\phi(\rho,z)\simeq\frac{q}{\pi\varepsilon\sqrt{2d\rho}}\;\sin\frac{\pi z_0}{d}\,\sin\frac{\pi z}{d}\;e^{-\pi\rho/d},$$

with decay length $d/\pi$. Part (e) obtained the same field from image charges, $+q$ at $z_0+2md$ and $-q$ at $-z_0+2md$, for all integers $m$:

$$\phi=\frac{q}{4\pi\varepsilon}\sum_{m=-\infty}^{\infty}\left[\frac{1}{\sqrt{\rho^2+(z-z_0-2md)^2}}-\frac{1}{\sqrt{\rho^2+(z+z_0-2md)^2}}\right].$$

The decay rates from images in the computed values are for $z=0.3d$, $z_0=0.4d$; "square root removed" means that $\phi$ was first multiplied by $\sqrt\rho$.

For an electron $q=-e$, and $U=-e\phi$ is the energy of a second electron, here at the same height. We write $C=e/(4\pi\varepsilon)$.

The example is an oxide/nitride/oxide stack of 4, 6 and 6 nm, counted from the channel, with relative permittivities 3.9, 7.0 and 3.9. The electron is at the centre of the nitride, so $d=16$ nm and $z_0=7$ nm. The uniform dielectric with the same capacitance has $\varepsilon_r=4.677$ and $C=0.3079$ V nm. It gives a decay length of 5.09 nm and, from the full series, $U(20\text{ nm})=0.90$ meV. At 85 °C the thermal energy is $kT=30.9$ meV.

### (g) Many trapped electrons

**Electrons are spread at random over the plane $z=z_0$ with mean density $n_s=5\times10^{12}$ cm$^{-2}$. What mean potential do they produce there?**

*Solution.* The mean is $n_s$ times the area integral $G(z)=\int\phi\,d^2\rho$ of the potential of one electron. Integrating the Poisson equation over the lateral plane removes the lateral Laplacian, since its flux at infinity vanishes. What remains is

$$G''=-\frac q\varepsilon\,\delta(z-z_0),\qquad G(0)=G(d)=0 .$$

The solution is $az$ below the charge and $b(d-z)$ above it. Continuity requires $az_0=b(d-z_0)$, and the jump of slope requires $-b-a=-q/\varepsilon$. Hence $a=q(d-z_0)/(\varepsilon d)$ and

$$G(z_0)=\frac{q}{\varepsilon}\,\frac{z_0(d-z_0)}{d}.$$

With $e/\varepsilon=4\pi C$ and $n_s=0.05$ nm$^{-2}$, the magnitude of the mean potential is

$$4\pi\times0.3079\times0.05\times\frac{7\times9}{16}\ \text{V}=0.76\ \text{V}.$$

The mean spacing $n_s^{-1/2}=4.5$ nm is less than the decay length, so the fields of neighbours overlap. The formula for one electron stays valid and the potentials add. On average no single electron supplies most of the total, but with random positions the nearest one can still supply a considerable share, so the local potential varies from place to place.

### (h) Layers and an imperfect ground

**The stack is not uniform, and silicon is not a perfect conductor. How do these facts change the decay length and $U$ at 20 nm?**

*Solution.* If the relative permittivity $\varepsilon(z)$ varies with height, the sines are replaced by the solutions of

$$-(\varepsilon u_n')'=\kappa_n^2\,\varepsilon u_n,\qquad \int\varepsilon u_mu_n\,dz=\delta_{mn},$$

with $u_n=0$ at the grounded ends. Expand $\phi=\sum f_n(\rho)u_n(z)$, multiply the Poisson equation by $u_n$ and integrate over $z$. As before, two integrations by parts turn the $z$ derivatives into $-\kappa_n^2f_n$, and the source is $-(q/\varepsilon_0)\,u_n(z_0)\,\delta^2(\boldsymbol\rho)$. Therefore

$$\phi=\frac{q}{2\pi\varepsilon_0}\sum_n u_n(z_0)\,u_n(z)\,K_0(\kappa_n\rho),$$

and the decay length is $1/\kappa_1$. For constant permittivity $u_n=\sqrt{2/(\varepsilon_rd)}\,\sin k_nz$, which restores the earlier series.

*Permittivity contrast.* For any trial function $w=\sum c_nu_n$ that vanishes at the ends, $\int\varepsilon w'^2dz=\sum\kappa_n^2c_n^2$ and $\int\varepsilon w^2dz=\sum c_n^2$. The quotient of the two is never below $\kappa_1^2$. Take $w=\sin(\pi z/d)$. The nitride, with its higher permittivity, lies near the middle, where $\sin^2$ outweighs $\cos^2$. This makes the quotient smaller than $(\pi/d)^2$, so the decay length must exceed $d/\pi$. The numerical solution gives 6.1 nm instead of 5.1 nm, and $U(20\text{ nm})=1.44$ meV instead of 0.90 meV. For this stack, a uniform dielectric with the right capacitance thus underestimates the lateral range.

*Screening in the channel.* Let mobile carriers in silicon (relative permittivity 11.7) screen linearly over a length $\lambda=1$ nm, a rough value. There $\nabla^2\phi=\phi/\lambda^2$, and a mode with lateral rate $\kappa$ varies as $e^{sz}$ for $z<0$, with $s^2=1/\lambda^2-\kappa^2$. In the uniform dielectric it is $\sin\kappa(d-z)$. Continuity of $u$ and of $\varepsilon u'$ at $z=0$ requires

$$\tan(\kappa d)=-\frac{\varepsilon_r\,\kappa}{\varepsilon_{\rm Si}\,s}.$$

For $\kappa\lambda\ll1$ we may put $s\approx1/\lambda$, and the root near $\pi$ gives

$$\frac1\kappa\approx\frac1\pi\Big(d+\frac{\varepsilon_r}{\varepsilon_{\rm Si}}\lambda\Big)=5.22\ \text{nm}.$$

The ground has moved back by 0.4 nm. The full solution also gives 5.22 nm, and $U(20\text{ nm})$ rises by 10% to 0.99 meV. This model fills all the silicon with carriers, whereas a real inversion layer is a thin sheet above depleted silicon. A dense sheet gives a $U$ at 20 nm within about 20% of this value, depending on its density and its depth below the interface, but a weak part of the field passes beneath it and decays more slowly, so the value of 5.2 nm does not hold at very large distances.

*A depleted channel.* Without mobile carriers at the surface, the silicon there acts as a further dielectric, because its fixed dopant charge does not respond. The nearest conducting region begins at the depletion edge. For a dopant density $N$ and a band bending $\psi$, integrating the uniform space charge twice gives $\psi=eNW^2/(2\varepsilon_{\rm Si}\varepsilon_0)$. With $N=10^{18}$ cm$^{-3}$ and $\psi=0.9$ V, the depletion width is

$$W=\sqrt{\frac{2\varepsilon_{\rm Si}\varepsilon_0\psi}{eN}}=34\ \text{nm}.$$

If the edge is treated as a sharp grounded plane, the decay length becomes 18 nm and $U(20\text{ nm})=2.7$ meV, three times the original value. Here 20 nm is little more than one decay length, so the far form does not yet apply. A real depletion edge is gradual over a few nanometres, but at room temperature and for the same band bending this changes both values by less than 1%. Carriers at the surface can matter more. At 0.9 V and room temperature classical Boltzmann statistics, with an intrinsic density of $10^{10}$ cm$^{-3}$, give only about $6\times10^9$ electrons per cm$^2$, which change the values by a few per cent; at 85 °C the same estimate gives about $3\times10^{10}$ and a change of 10% or more. In this estimate a band bending larger by about 0.07 V gives $10^{11}$ per cm$^2$. Quantum confinement in the surface field of about 0.5 MV/cm lowers the room-temperature densities about twentyfold, so that roughly 0.08 V more bending is needed to reach them. With $10^{11}$ electrons per cm$^2$ the decay length is between 14 and 15 nm and $U(20\text{ nm})$ about 1.9 meV.

In the last two cases the dielectric stack was kept uniform and the electron stayed 7 nm above the silicon. The state of the channel therefore matters more than the details of the stack for these parameters.

### (i) The edge of the gate

**Suppose that the gate ends 20 nm from the electron. Within what limits must $U$ lie at that distance?**

*Solution.* Keep the channel grounded and the permittivity uniform, also above the gate. With no gate at all, one image at $-z_0$ is enough:

$$U_0=eC\left[\frac1\rho-\frac1{\sqrt{\rho^2+4z_0^2}}\right]=2.8\ \text{meV at }\rho=20\ \text{nm}.$$

The infinite gate gave 0.90 meV. A finite grounded gate in the plane $z=d$ lies between these values. To see this, compare harmonic functions by their boundary values. Removing the finite gate raises $U$ from zero to a positive value where the gate was, and hence nowhere lowers it. Extending the gate to infinity reduces $U$ to zero on the rest of the plane $z=d$, and hence nowhere raises it between the planes. The upper limit depends on the material above the plane $z=d$: with air there instead of the same dielectric, it rises to 3.5 meV.

For $\rho\gg2z_0$, expanding the square root gives $U_0\approx2eCz_0^2/\rho^3$. The exponential decay thus needs both planes. With one plane the far field is that of a charge and its image, and it falls as a power of distance.

### (j) Field strength, loss of charge and the real device

**Are the assumptions of a linear dielectric and a permanently trapped electron reasonable here?**

*Solution.* Directly below the electron, each positive charge of part (e) at height $a=z_0+2md$ has a negative partner at $-a$, and their fields at $z=0$ add. The magnitude is

$$E=2C\left|\sum_m\frac{\operatorname{sgn}(a)}{a^2}\right|=0.12\ \text{MV/cm}.$$

The sheet of part (g) contributes $0.762\ \text{V}/7\ \text{nm}=1.1$ MV/cm in the uniform dielectric, and somewhat more in the real oxide layer, whose permittivity is lower. These fields at the channel are well below a rough oxide breakdown field of 10 MV/cm. This applies to a cell at rest; a programming voltage adds its own field. Within about 0.6 nm of the electron its own Coulomb field $C/r^2$ exceeds 10 MV/cm, and there a linear continuum is not justified.

For tunnelling to the channel, take rough values: a trap 1.5 eV below the nitride conduction band and 2.5 eV below that of the oxide, a tunnelling mass of $0.5\,m_e$, and an attempt rate $\nu=10^{13}$ s$^{-1}$. The field $F$ of the sheet pushes the electron towards the channel and lowers the barrier $V_b$ along the path $s$. The semiclassical exponent is

$$S=\frac2\hbar\int_0^{z_0}\sqrt{2m\,[V_b(s)-eFs]}\;ds\approx66,$$

and the lifetime $e^S/\nu$ is of order $10^{15}$ s. Thermal emission from the trap into the nitride conduction band is faster at 85 °C:

$$\tau=\frac1\nu\,e^{1.5\,\text{eV}/kT}\sim10^8\ \text{s},$$

a few years. This is an order of magnitude at best, since a change of 0.1 eV in the trap depth changes $\tau$ by a factor of about 25. It also ignores the field of the sheet, about 0.7 MV/cm in the nitride: if the empty trap is positively charged, Poole–Frenkel lowering of the barrier by about 0.25 to 0.3 eV shortens $\tau$ to hours. An electron emitted in this way has left its trap but not yet the cell. It still faces an oxide barrier of about 1 eV and may be trapped again elsewhere in the nitride. Both times are ample for an electrostatic description, but the shorter one does not support the assumption that the electron stays in one trap permanently.

The thicknesses, permittivities and trapped density are rough values for a planar oxide/nitride/oxide cell. For such a cell the uniform model gives a lateral decay length of 5.1 nm. Under a wide gate, the assumption that matters most among those examined here is the grounded channel. With no mobile carriers at the silicon surface, the estimate for a depleted channel moves the decay length to 18 nm; about $10^{11}$ electrons per cm$^2$ at the surface shorten it again to between 14 and 15 nm. The layered stack alone moves it to 6.1 nm, and beyond the gate edge there is no fixed exponential rate to quote. The rule that the lateral range is $d/\pi$ therefore holds for a nearly uniform dielectric, a channel that screens well at the distances of interest, and a gate that extends several decay lengths past the point of interest. Cells with a cylindrical channel need the corresponding calculation in their own geometry. The numerical output lists the values for the uniform, layered, screened and sharply depleted models.

## Computed values

```
Series vs images, worst relative error: 1.7e-07
Decay rate times d from images, square root removed:
from 2d to 3d: 3.1366; from 3d to 4d: 3.1386
Allowed difference from pi, 3d to 4d: 0.0137
3d to 4d, square root kept: 3.2824; pi = 3.1416
Layers oxide/nitride/oxide: [4.0, 6.0, 6.0] nm
Layer relative permittivities: [3.9, 7.0, 3.9]
Thickness d = 16.0 nm, trap height z0 = 7.0 nm
Equivalent relative permittivity: 4.677
e/(4 pi eps) in the dielectric: 0.3079 V nm
Decay length d/pi: 5.093 nm
sin^2(pi z0/d): 0.9619
Second-electron energy U at z=z0, in meV:
rho (nm) | series | leading form | leading/series | bare Coulomb
   4 | 50.79 | 47.74 | 0.9400 | 76.98
   8 | 15.09 | 15.39 | 1.0199 | 38.49
  16 | 2.197 | 2.263 | 1.0298 | 19.24
  20 | 0.8988 | 0.9227 | 1.0266 | 15.4
  32 | 0.06788 | 0.06914 | 1.0185 | 9.622
  48 | 0.002409 | 0.002439 | 1.0127 | 6.415
Bound on modes n>=2 at 16 nm, relative to n=1: 0.1910
kT at 85 C: 30.86 meV; U = kT at 5.48 nm
Silicon relative permittivity: 11.7
Channel screening length: 1.0 nm
Doping 1e+18 cm^-3, band bending 0.9 V
Depletion width: 34.1 nm
Models: decay length (nm) | U at 20 nm (meV)
uniform, grounded: 5.093 | 0.899
layered, grounded: 6.105 | 1.441
uniform, screened Si: 5.222 | 0.991
uniform, depleted Si: 18.080 | 2.694
Half gate length: 20 nm
U there with no gate at all: 2.783 meV
Trapped sheet density: 5e+12 cm^-2
Mean electron spacing: 4.47 nm
Sheet potential magnitude at z0: 0.762 V
Sheet field magnitude at channel: 1.088 MV/cm
One-electron field at channel: 0.119 MV/cm
Rough oxide breakdown field: 10 MV/cm
Trap depth 1.5 eV, oxide barrier 2.5 eV
Tunnel mass 0.5 m_e, attempt rate 1e+13 1/s
WKB exponent with sheet field: 65.6
log10(tunnelling lifetime in s): 15.5
log10(thermal lifetime in s, 85 C): 8.1
```
